\section*{Kisliuk Sticking Law for a Mobile Precursor: Derivation, Limits and Use, part 1}

(Sections cited here and not found follow in the second part.)

\section{The mean-field sticking law and the filling time}

\subsection{Definitions and conventions}

The surface consists of equivalent adsorption sites, $N_s$ per unit area. A fraction $c$ of them is filled by chemisorbed molecules, one molecule per site. The chemisorbed layer is irreversible: a filled site stays filled and its occupant does not move. The sticking probability $s(c)$ is the probability that a molecule striking the surface at coverage $c$ finally becomes chemisorbed.

An incident molecule is first trapped in a weakly bound, mobile state, the precursor. The trapping probability is $\alpha$, whether the site below is empty or filled; a molecule that is not trapped returns to the gas. Precursors exist over both kinds of site, with these rates:
\begin{itemize}
\item over an empty site, $k_a$ for chemisorption, $k_d$ for desorption and $k_m$ for a hop to another site;
\item over a filled site, $k_d'$ for desorption and $k_m'$ for a hop.
\end{itemize}
The stay of a precursor at one site, from its arrival there to its next event, is called a visit. A hop ends one visit and begins another. A visit to an empty site ends in chemisorption, desorption or a hop with probabilities $p_a$, $p_d$ and $p_m$. A visit to a filled site ends in desorption or a hop with probabilities $q_d$ and $q_m$. Hence
\begin{equation}
p_a+p_d+p_m=1,\qquad q_d+q_m=1. \label{norm}
\end{equation}

Two assumptions define the mean-field model.
\begin{enumerate}
\item Each arrival of a precursor at a site, by trapping or by a hop, finds that site empty with probability $1-c$, whatever the molecule did before.
\item Precursors are so few that they do not meet, and so short-lived that $c$ is constant during the life of any one of them.
\end{enumerate}
The first assumption is the essential one. It holds if every hop leads to a site drawn at random from the whole surface. It does not hold for hops between neighbours over a fixed layer, because the molecule can return to a site it has already visited. The second half of this appendix treats that case.

\subsection{From rates to probabilities}

Consider a visit to an empty site, and let $k=k_a+k_d+k_m$. The probability that no event has happened by time $t$ is $e^{-kt}$. Chemisorption between $t$ and $t+dt$ has probability $k_a e^{-kt}dt$, so that
\begin{equation}
p_a=\int_0^\infty k_a e^{-kt}\,dt=\frac{k_a}{k_a+k_d+k_m}.
\end{equation}
The other channels follow in the same way:
\begin{equation}
p_d=\frac{k_d}{k_a+k_d+k_m},\qquad
q_d=\frac{k_d'}{k_d'+k_m'}. \label{probs}
\end{equation}
The mean duration of a visit is the integral of the survival probability, $\int_0^\infty e^{-kt}dt=1/k$. For the two kinds of site this gives
\begin{equation}
\tau_E=\frac{1}{k_a+k_d+k_m},\qquad \tau_F=\frac{1}{k_d'+k_m'}. \label{stay}
\end{equation}

\subsection{The sticking probability}

Let $Q$ be the probability that a precursor which is just arriving at a site will finally chemisorb. By the first assumption, $Q$ is the same for every arrival. The first visit can go three useful ways. The site is empty and the molecule chemisorbs there, with probability $(1-c)p_a$. The site is empty and the molecule hops, with probability $(1-c)p_m$, after which its chance is again $Q$. Or the site is filled and the molecule hops, with probability $c\,q_m$, after which its chance is also $Q$. Desorption contributes nothing. Therefore
\begin{equation}
Q=(1-c)(p_a+p_mQ)+c\,q_mQ. \label{first}
\end{equation}
Collecting the terms in $Q$ gives
\begin{equation}
Q\,[\,1-(1-c)p_m-c\,q_m\,]=(1-c)p_a .
\end{equation}
In the bracket, write $1=(1-c)+c$ and use \eqref{norm}:
\begin{align}
1-(1-c)p_m-c\,q_m
&=(1-c)(1-p_m)+c(1-q_m)\nonumber\\
&=(1-c)(p_a+p_d)+c\,q_d\equiv D(c). \label{D}
\end{align}
$D(c)$ is the probability that a visit ends the precursor's life, by chemisorption or by desorption. If $D>0$, then
\begin{equation}
Q=\frac{(1-c)p_a}{(1-c)(p_a+p_d)+c\,q_d}. \label{Q}
\end{equation}

The same result follows from summing over hops. A visit ends in a hop with probability $h=(1-c)p_m+c\,q_m=1-D$. The probability of chemisorbing after exactly $n$ hops is $h^n(1-c)p_a$, and
\begin{equation}
Q=\sum_{n=0}^{\infty}h^n(1-c)p_a=\frac{(1-c)p_a}{1-h}=\frac{(1-c)p_a}{D}.
\end{equation}

A molecule must be trapped before it can arrive anywhere, so $s=\alpha Q$. On the clean surface
\begin{equation}
s(0)=\frac{\alpha p_a}{p_a+p_d}=\frac{\alpha k_a}{k_a+k_d}. \label{s0}
\end{equation}
The hop rate has dropped out of $s(0)$: on a clean surface a hop merely moves the molecule to an equivalent site. Dividing $\alpha Q$ by $s(0)$ cancels both $\alpha$ and $p_a$:
\begin{equation}
\frac{s(c)}{s(0)}=\frac{(1-c)(p_a+p_d)}{(1-c)(p_a+p_d)+c\,q_d}.
\end{equation}
Division of numerator and denominator by $(1-c)(p_a+p_d)$ gives the Kisliuk law,
\begin{equation}
\boxed{\;\frac{s(c)}{s(0)}=\frac{1}{1+K\,c/(1-c)},\qquad
K=\frac{q_d}{p_a+p_d}\;} \label{kis}
\end{equation}
In terms of rates, \eqref{probs} turns the constant into
\begin{equation}
K=\frac{k_d'}{k_d'+k_m'}\;\frac{k_a+k_d+k_m}{k_a+k_d}. \label{Krates}
\end{equation}

\subsection{Meaning of $K$ and limiting cases}

$K$ compares two chances per visit: the chance that a precursor is lost over a filled site, and the chance that its life ends over an empty one. The second includes chemisorption, so $K$ is not a ratio of two desorption probabilities. If $K<1$, a molecule survives a visit to a filled site more readily than a visit to an empty one, and filled sites serve as places from which it can go on searching.

If hops are much faster than all other events over both kinds of site, and if $k_m=k_m'$, then \eqref{Krates} reduces to leading order to
\begin{equation}
K\simeq\frac{k_d'}{k_a+k_d}. \label{Kfast}
\end{equation}
The hop rate then cancels from $K$. With equal hop rates, fast migration alone does not make $K$ small; desorption over filled sites must also be slow compared with the loss from the precursor state over empty sites.

For computation and for the limits, the form
\begin{equation}
\frac{s(c)}{s(0)}=\frac{1-c}{1-(1-K)c} \label{form2}
\end{equation}
is convenient, since it has no division by zero at $c=1$ when $K>0$. The quotient rule gives its slope. The numerator of the derivative is
\begin{equation}
-[\,1-(1-K)c\,]+(1-c)(1-K)=-1+(1-K)=-K,
\end{equation}
because the terms in $c$ cancel, and so
\begin{equation}
\frac{d}{dc}\frac{s(c)}{s(0)}=-\frac{K}{[\,1-(1-K)c\,]^2}. \label{slope}
\end{equation}
The following cases result.
\begin{itemize}
\item The initial slope is $-K$. For $K<1$ the curve steepens as $c$ grows, since the denominator in \eqref{slope} shrinks; for $K>1$ it flattens.
\item For $K=1$ the law becomes the Langmuir form $1-c$. This happens without migration, where $q_d=1$ and $p_a+p_d=1$. It also happens with migration, whenever $q_d=p_a+p_d$. A measured Langmuir curve is therefore no proof that the precursor is immobile.
\item For $K\to0$ at fixed $c<1$ the sticking probability stays at $s(0)$: no molecule is lost over filled sites, and each one searches until its life ends over an empty site.
\item Half of the initial value is reached when $Kc=1-c$, that is at
\begin{equation}
c_{1/2}=\frac{1}{1+K}. \label{half}
\end{equation}
\item Near saturation, with $1-c\ll K$ and $1-c\ll1$, the denominator of \eqref{form2} tends to $K$ and the ratio to $(1-c)/K$. However small $K$ is, as long as it is not zero, the sticking probability falls to zero at full coverage.
\end{itemize}

\subsection{Number of visits and life of the precursor}

Let $M$ be the mean number of visits made by a trapped molecule. The first visit is certain, and with probability $h=1-D$ it is followed by a fresh sequence of mean length $M$. Hence $M=1+(1-D)M$, or
\begin{equation}
M=\frac1D=\frac{1}{(1-c)(p_a+p_d)+c\,q_d}. \label{M}
\end{equation}
The mean number of hops is $M-1$. By the first assumption, each visit that takes place is to an empty site with probability $1-c$, so the mean life of a trapped molecule in the precursor state is
\begin{equation}
T=M\,[(1-c)\tau_E+c\,\tau_F]. \label{life}
\end{equation}
At impingement rate $F$ (molecules per area and time) the steady number of precursors per site is $\alpha FT/N_s$. The second assumption of the model requires this number to be small. Since $N_s/F$ is the time in which one molecule per site strikes the surface, the same small number shows that the coverage hardly changes during one precursor's life.

\subsection{Weaker trapping over filled sites}

Suppose that the trapping probability is $\alpha$ over empty sites and $\alpha'$ over filled ones. The fate of a molecule after its first visit is unchanged. A molecule trapped over an empty site chemisorbs with probability $u_E=p_a+p_mQ$, and one trapped over a filled site with probability $u_F=q_mQ$. Equation \eqref{first} states that $(1-c)u_E+c\,u_F=Q$. Therefore
\begin{align}
s&=\alpha(1-c)u_E+\alpha'c\,u_F\nonumber\\
&=\alpha[(1-c)u_E+c\,u_F]-(\alpha-\alpha')c\,u_F\nonumber\\
&=\alpha Q\left[1-\left(1-\frac{\alpha'}{\alpha}\right)c\,q_m\right]. \label{trap}
\end{align}
The bracket multiplies the Kisliuk result. It differs from one by at most $|1-\alpha'/\alpha|$, and $s(0)$ is unaffected. If filled sites trap better than empty ones, the bracket exceeds one, and the sticking probability can rise with coverage when $K$ is small.

\subsection{Filling of the surface at constant impingement rate}

Each chemisorbed molecule fills one site, so $N_s\,dc/dt=F\,s(c)$. Inserting \eqref{kis} and separating the variables gives
\begin{equation}
\frac{F s(0)}{N_s}\,dt=\left[1+K\frac{c}{1-c}\right]dc .
\end{equation}
With $c/(1-c)=-1+1/(1-c)$, the integral from the clean surface to coverage $c$ is
\begin{equation}
\theta\equiv\frac{F s(0)\,t}{N_s}=(1-K)c-K\ln(1-c). \label{fill}
\end{equation}
For small $c$, $-\ln(1-c)=c+c^2/2+\dots$, and
\begin{equation}
\theta=c+\tfrac12Kc^2+\dots \label{small}
\end{equation}
The first few per cent of a layer thus depend on $s(0)$ and hardly on $K$, unless $K$ is large.

Many codes need $c$ as a function of time. Let $y=1-c$ and $r=(1-K)/K$, with $K>0$ and $K\neq1$. Division of \eqref{fill} by $K$ gives $\theta/K=r(1-y)-\ln y$, or
\begin{equation}
\ln y+ry=r-\frac{\theta}{K}.
\end{equation}
Exponentiating and multiplying by $r$ yields $(ry)e^{ry}=r\,e^{r-\theta/K}$. The Lambert function $W$ is defined by $W(x)e^{W(x)}=x$, so
\begin{equation}
c=1-\frac1r\,W_0\!\left(r\,e^{\,r-\theta/K}\right),\qquad r=\frac{1-K}{K}. \label{lambert}
\end{equation}
The principal branch $W_0$, for which $W\ge-1$, is the correct one. For $K<1$ the argument is positive and there is a single real branch. For $K>1$ we have $-1<r<0$ and $0<y\le1$, so that $ry>-1$. At $\theta=0$ the formula returns $W_0(re^r)=r$ and $c=0$, as it must. For $K=1$, \eqref{fill} gives $c=1-e^{-\theta}$ directly. For very small $K$ the exponential in \eqref{lambert} overflows in double precision while $\theta\lesssim1-700K$, which for $K=10^{-4}$ means up to $c\approx0.93$, and \eqref{fill} should then be solved by bracketing in $0\le c<1$, where its right side increases steadily with $c$.

\section{Revisited sites, and water vapour on Si(001)}

\subsection{Symbols and results carried over}

A fraction $c$ of the sites is filled. A visit of a precursor to an empty site ends in chemisorption, desorption or a hop with probabilities $p_a,p_d,p_m$; a visit to a filled site ends in desorption or a hop with $q_d,q_m$. The rates are $k_a,k_d,k_m$ and $k_d',k_m'$. The trapping probability is $\alpha$, the impingement rate $F$ and the site density $N_s$. If each arrival finds an empty site with probability $1-c$, independently of the past, then
\begin{equation}
\frac{s(c)}{s(0)}=\frac{1}{1+Kc/(1-c)},\quad K=\frac{q_d}{p_a+p_d},\quad s(0)=\frac{\alpha p_a}{p_a+p_d}, \label{rec}
\end{equation}
and the time to reach coverage $c$ obeys $Fs(0)t/N_s=(1-K)c-K\ln(1-c)$.

\subsection{Balance equations for a given layer}

For a definite arrangement of filled sites the sticking probability follows from a linear system. Let $P_{ji}$ be the probability that a hop from site $j$ leads to site $i$, and $f_i$ the probability that an incident molecule is trapped at site $i$. Let $T_i$ be the mean time that an incident molecule spends as a precursor at site $i$, $k_i$ the sum of all rates there, and $h_i$ the hop rate there. The mean number of departures from site $i$ is $k_iT_i$. It equals the mean number of arrivals, by trapping and by hops:
\begin{equation}
k_iT_i=f_i+\sum_j h_jT_jP_{ji},\qquad s=\sum_{i\ \mathrm{empty}}k_aT_i. \label{balance}
\end{equation}

If hops lead to any of $n$ sites with equal probability, $P_{ji}=1/n$, and if $f_i=\alpha/n$, then the right side of the first equation is the same for all $i$. Every site receives the same number $v=k_iT_i$ of visits. The loss per visit is $p_a+p_d$ on the $(1-c)n$ empty sites and $q_d$ on the $cn$ filled ones, and all trapped molecules are finally lost, so $nv[(1-c)(p_a+p_d)+c\,q_d]=\alpha$. With $s=(1-c)n\,p_av$ this is the Kisliuk law, for any arrangement of the layer.

This part has derived the Kisliuk law and the filling time, and has set up balance equations for a given layer, which return the same law when hops lead to any site with equal probability. What remains is to find how revisits change the sticking probability when hops have a limited range, and to work through an example for water vapour on Si(001) with rough barrier values.
